# Comment: a bent Arrhenius plot does not establish a structural transition

**The argument under review.** A lightly doped oxide with the fluorite structure conducts by oxygen vacancies. Its bulk conductivity $\sigma$ is measured between 500 and 1000 K, and $\ln(\sigma T)$ is plotted against $1/T$. Two straight lines meeting at 693 K describe the data, with activation energies of 0.86 eV on the hot side and 1.00 eV on the cold side. The argument then runs: one structure has one activation energy; two activation energies are seen; therefore the structure changes at 693 K.

The first premise is the weak one. An activation energy read from a conductivity contains the temperature dependence of the number of carriers as well as that of their mobility. The question is whether a crystal whose structure never changes can produce the same plot, and if so, which measurements could tell the two cases apart.

**A crystal with one fixed structure**

Let a fraction $x$ of the cations be replaced by trivalent dopants in an oxide of tetravalent cations. Each dopant carries an effective charge $-e$ and each oxygen vacancy $+2e$, so neutrality requires $c=x/2$ vacancies per cation. The dopants are immobile and randomly placed. A vacancy on one of the 8 anion sites next to a dopant is bound with energy $E_a>0$; elsewhere it is free. The numbers of free vacancies, pairs and bare dopants per cation are $v$, $p$ and $d$, so that

$$p=c-v,\qquad d=x-p=x-c+v .$$

I assume that the solution is dilute, that a dopant holds at most one vacancy, that binding changes no vibrational entropy, and that vacancies are in equilibrium with the fixed dopants.

Consider $N$ cations, hence $2N$ anion sites, with $N_d=xN$ dopants and $N_v=cN$ vacancies. The statistical weight of $m$ pairs is

$$W_m=\binom{N_d}{m}8^m\binom{F}{N_v-m}e^{mE_a/kT},\qquad F=2N-8N_d .$$

The factors choose the occupied dopants, choose a neighbour site for each, and distribute the remaining vacancies over the $F$ sites away from dopants. Adding one pair changes the weight by

$$\frac{W_{m+1}}{W_m}=8e^{E_a/kT}\,\frac{(N_d-m)(N_v-m)}{(m+1)(F-N_v+m+1)} .$$

The most probable $m$ is where this ratio equals one. In a large dilute crystal $m+1\to Np$ and the last bracket tends to $2N$, while the numerator is $N^2dv$. Therefore

$$\frac{p}{vd}=K,\qquad K=4\,e^{E_a/kT}. \tag{1}$$

The 4 is 8 neighbour sites per dopant divided by 2 anion sites per cation. Inserting $p$ and $d$ gives $c-v=Kv(x-c+v)$, or

$$v^2+\left(x-c+\frac1K\right)v-\frac cK=0 . \tag{2}$$

The product of the roots is negative, so exactly one is positive. The discriminant, $(x-c+1/K)^2+4c/K$, is positive at every temperature. Since $K$ is a smooth function of $T>0$, so is $v$: it has neither a jump nor a kink. Whatever bend follows from (2) is not a phase transition.

**From vacancies to conductivity**

The anion sites form a simple cubic lattice with spacing $s$, half the lattice constant. A free vacancy jumps to each of 6 neighbours at the rate $\nu e^{-E_m/kT}$, where $E_m$ is the migration energy. Its diffusivity is one sixth of the total jump rate times $s^2$:

$$D=\tfrac16\cdot 6\,\nu e^{-E_m/kT}s^2=s^2\nu\,e^{-E_m/kT}.$$

The Einstein relation gives the mobility $2eD/kT$. With $n_c$ cations per volume, the carrier density is $n_cv$ and

$$\sigma=n_cv\,\frac{(2e)^2D}{kT}. \tag{3}$$

Only free vacancies are counted. A bound vacancy can still jump among the 8 sites around its dopant, but it stays within that cube and carries no steady current until it escapes. This was tested on a periodic lattice of 1000 anion sites with one such trap at 700 K. Jumps within the trap and into it had the barrier $E_m$, jumps out of it $E_m+E_a$. The long-time diffusivity of a vacancy, found by solving the full set of lattice equations, was 0.1428 of the trap-free value; the free fraction was 0.1405. Counting free vacancies alone is thus 1.6% low relative to the full solution in that case.

**The slope**

Let $u=1/T$ and define the apparent activation energy as $E=-k\,d\ln(\sigma T)/du$. By (3), $\sigma T$ is proportional to $v\,e^{-E_mu/k}$, so

$$E=E_m-k\frac{d\ln v}{du}.$$

The logarithm of (1) is $\ln p-\ln v-\ln d=\ln4+E_au/k$. Because the totals are fixed, $dp=-dv$ and $dd=+dv$. Differentiation gives

$$-\left(\frac1p+\frac1v+\frac1d\right)\frac{dv}{du}=\frac{E_a}{k}. \tag{4}$$

Dividing by $v$ to form $d\ln v/du$ and inserting it in $E$,

$$E=E_m+\frac{E_a}{1+v/p+v/d}. \tag{5}$$

Equation (4) shows that $v$ grows on heating. Then $v/p=v/(c-v)$ grows, and $v/d=v/(x-c+v)$ grows too, or stays constant if $x=c$. The slope therefore falls steadily on heating: the plot is steeper on its cold side, the sense of the bend in the argument under review. A plot that becomes steeper on heating needs another explanation.

In the cold limit nearly all vacancies are bound. For trivalent dopants $p$ and $d$ both approach $x/2$, because half the dopants have no vacancy to bind. Then $v/p$ and $v/d$ vanish, and

$$v\to\frac1K,\qquad E\to E_m+E_a .$$

The free-vacancy concentration no longer depends on $x$: doubling the doping doubles the supply of vacancies and also the number of bare dopants waiting to catch them.

Divalent dopants are a second case. Each has charge $-2e$, so $c=x$ and $d=v$. Equations (1) to (5) still hold, but now $v/d=1$ at all temperatures, and the cold limit is $E_m+E_a/2$. The only bare dopants are those that escaped vacancies have left behind, so mass action reads $v^2=p/K$ and half the binding energy appears. The excess of the cold slope over $E_m$ can be converted into a binding energy only if the dopant's valence is taken into account.

**Where the bend lies and how wide it is**

For trivalent dopants, write $v=\alpha c$. Since $x=2c$, $p=c(1-\alpha)$ and $d=c(1+\alpha)$. With $y=Kc$, (1) becomes

$$y\alpha^2+(1+y)\alpha-1=0,\qquad \alpha=\frac{S-1-y}{2y},\qquad S=\sqrt{1+6y+y^2}, \tag{6}$$

where $(1+y)^2+4y=S^2$ was used. Differentiate the quadratic with respect to $\ln y$:

$$y\alpha^2+y\alpha+(2y\alpha+1+y)\frac{d\alpha}{d\ln y}=0 .$$

By (6) the bracket is $S$. Define $q=-d\ln\alpha/d\ln y$. Then

$$q=\frac{y(1+\alpha)}{S}=\frac{y+(S-1-y)/2}{S}=\frac12\left[1+\frac{y-1}{\sqrt{1+6y+y^2}}\right]. \tag{7}$$

Since $d\ln y/du=E_a/k$, the slope is $E=E_m+E_aq$. The number $q$ is the fraction of the binding energy that shows in the slope. It tends to 1 for large $y$ and to $2y$ for small $y$.

The midpoint $q=1/2$ is at $y=1$. As $y=2x\,e^{E_a/kT}$, its temperature is

$$T_b=\frac{E_a}{k\,\ln[1/(2x)]}. \tag{8}$$

For the width, take $q$ from 0.1 to 0.9, that is $2q-1=\pm s_0$ with $s_0=0.8$. Squaring (7) gives $(y-1)^2=s_0^2(1+6y+y^2)$, and collecting terms,

$$y+\frac1y=\frac{2+6s_0^2}{1-s_0^2}.$$

The two solutions are reciprocals, $y=e^{\pm L}$ with $\cosh L=(1+3s_0^2)/(1-s_0^2)=8.11$. Hence $\ln y$ spans $2L=5.565$, and

$$\Delta\!\left(\frac1T\right)=5.565\,\frac{k}{E_a}. \tag{9}$$

Doping moves the bend along the $1/T$ axis without changing its width.

**Numbers for the disputed plot**

Take $x=0.002$, $E_m=0.65$ eV, $E_a=0.40$ eV, a lattice constant of 0.541 nm and $\nu=10^{13}$ s$^{-1}$. At 750 K, $K=1950$ and $y=1950\times0.001=1.95$. Then $S=\sqrt{1+11.70+3.80}=4.06$, and

$$\alpha=\frac{4.06-2.95}{3.90}=0.285,\qquad q=\frac12\left(1+\frac{0.95}{4.06}\right)=0.617,$$

so $E=0.65+0.40\times0.617=0.897$ eV. The diffusivity is $3.14\times10^{-7}$ cm²/s and the conductivity $2.24\times10^{-5}$ S/cm. Over the measured range:

| $T$ (K) | free fraction | $\sigma$ (S/cm) | $E$ (eV) |
|---|---|---|---|
| 500 | 0.022 | $1.7\times10^{-8}$ | 1.033 |
| 750 | 0.285 | $2.2\times10^{-5}$ | 0.897 |
| 1000 | 0.601 | $4.4\times10^{-4}$ | 0.789 |

These formulas were tested at the same three temperatures by summing $W_m$ over all $m$ for a crystal of $10^6$ cations. Free-vacancy numbers agreed within 0.9%, comparable to the 0.8% of anion sites next to dopants that (1) neglects. The slopes, for trivalent and divalent dopants alike, agreed within 1 meV.

The midpoint (8) is at 841 K. The bend runs from 1695 K, where a tenth of $E_a$ shows, to 559 K, where nine tenths do. The upper figure is an extrapolation of the model; its use is to show that the 500 K window holds only part of the bend.

Now fit two joined straight lines to this smooth curve, taken at 61 points evenly spaced in $1/T$ between 500 and 1000 K. They meet at 693 K with slopes of 0.859 and 0.996 eV: the result that was offered as evidence of a transition. The inputs were chosen, not measured on the sample, so the match shows that the ideal model of a fixed structure can give this plot, not that the sample behaves this way. The Coulomb forces estimated below change the fitted numbers. The largest misfit is 6% of $\sigma T$, on a plot where $\sigma$ itself changes by a factor of about 26,000. The fitted numbers are not properties of the crystal. Even the spacing of the points matters: with 61 points evenly spaced in $T$ instead, the lines meet at 704 K. The hot slope is not $E_m$, the difference of 0.14 eV is not $E_a$, and 693 K is not the midpoint.

**Measurements that can decide**

*Change the fitting window.* On the smooth curve, the fitted break is at 637 K for data from 500 to 800 K, and at 791 K for data from 650 to 1000 K. As a control, a curve with a true kink at 720 K and slopes of 0.65 and 1.05 eV gave 720 K in both windows. A break that follows the window cannot be read as a transition temperature. It does not by itself exclude a weak transition, because a small true kink on a curved background also gives a fitted break that moves. The test needs no new experiment, only data dense and precise enough to resolve deviations of 2 to 3%. With 16 points per window and random errors of 3%, the fitted breaks of the smooth curve scatter by about 30 K in the colder window and 45 K in the hotter one. It does not identify the cause of the curvature, and a transition smeared by inhomogeneous composition could also look smooth.

*Change the doping.* With $E_m$ and $E_a$ held fixed, (8) puts the midpoint at 747, 841 and 961 K for $x=0.001$, 0.002 and 0.004. A mere shift proves little, since a structural transition can also move with composition. The specific prediction of the ideal model is that $1/T_b$ is linear in $\ln x$ with slope $-k/E_a$, and that one pair $E_m$, $E_a$ fits all samples. Here $T_b$ is the midpoint, not the break of a two-line fit. Between 500 and 1000 K the fitted breaks lie near 678, 693 and 709 K for the three dopings; put into this rule, they would give a binding energy of roughly 1.8 to 1.9 eV instead of 0.40 eV. In the same model, doubling $x$ from 0.002 raises $\sigma$ by a factor of 1.51 at 1000 K but only 1.02 at 500 K. These predictions hold only where Coulomb interactions between the defects are negligible. Screening, estimated below, grows with doping and weakens the binding, so a gain well above 1.02 at 500 K would not rule association out. A decisive comparison needs the model extended in this way.

*Look at the structure and the heat.* Diffraction through the suspected temperature addresses the claim directly. Calorimetry can reveal the latent heat of a first-order transition. Pair dissociation has none, but it does absorb heat. The binding energy per cation is $-pE_a$, so the excess heat capacity is $E_a\,dv/dT$. With (4) and $du/dT=-1/T^2$,

$$C=k\left(\frac{E_a}{kT}\right)^2\frac{1}{1/p+1/v+1/d}. \tag{10}$$

Per mole of oxide this is a broad hump with its maximum of 0.056 J/(mol K) at 756 K, less than 0.1% of the classical lattice value $9R=74.8$ J/(mol K). Splitting all pairs takes 38.6 J/mol, spread over hundreds of kelvin. A featureless calorimeter trace is thus compatible with association. It does not exclude a continuous transition or one with a very small latent heat, which is why diffraction is needed as well.

One convention matters when slopes are compared. If $\ln\sigma$ is plotted instead of $\ln(\sigma T)$, then $\ln\sigma=\ln(\sigma T)+\ln u$, and the slope is smaller by $k/u=kT$. This adds a gentle curvature of its own.

**How far the model can be trusted**

The parameters are model inputs, chosen with lightly doped ceria in mind. The binding energy differs from dopant to dopant and must be established for the sample in question. It matters: in the ideal model with $E_a=0.20$ eV, the two slopes fitted between 500 and 1000 K differ by no more than about 0.04 eV for any $x$ up to 0.05, far less than the 0.14 eV in the disputed plot. The doping is far below the 10 to 20% typical of ceria electrolytes. At $x=0.1$, the 8 neighbour sites per dopant would amount to 40% of all anion sites if none were shared, and neither isolated pairs nor formula (8) can be relied on there. Even at $x=0.002$ the neglected Coulomb forces matter. With a rough permittivity of 25, a vacancy in the second shell, 0.449 nm from the dopant, is still bound by 0.257 eV. I estimated the effect by counting the 24 second-shell sites as bound, which adds $12\,e^{0.257\,\mathrm{eV}/kT}$ to $K$, and by including Debye-Hückel screening by all charged defects: free vacancies, bare dopants and pairs. The free fraction at 500 K rises from 0.022 to about 0.09, which suggests that the ideal model puts the conductivity there too low by a factor of about four. The slopes at 500, 750 and 1000 K fall by about 0.12, 0.11 and 0.06 eV. Screening theory assumes mobile charges and weak interactions, whereas the dopants are frozen and the attraction just beyond the second shell is several $kT$ at 500 K, so these are only estimates of size. They also give every free vacancy its full mobility, although the fields of the other charges alter it. Within this estimate the bend survives: the slope still falls on heating, and at each of eleven temperatures from 500 to 1000 K the corrected equations had a single solution, with no sign of a second state to jump to. The match to the disputed numbers does not survive unchanged: with the same inputs, the two lines fitted between 500 and 1000 K now have slopes of 0.77 and 0.87 eV and meet at 669 K. Varying the binding energy between 0.3 and 0.8 eV at this doping brings the difference of the slopes to about 0.13 eV at most, slightly less than in the disputed plot. This maximum lies near 0.48 eV, where the slopes are 0.87 and 1.00 eV and the lines meet at 710 K, close to the disputed values. These figures depend on the rough inputs. With a permittivity of 30 the maximum is nearly 0.14 eV. If only the mobile vacancies are allowed to screen, the two slopes differ by 0.20 eV already at $E_a=0.40$ eV.

Two other omissions are smaller in this window. Random placement gives $12x/2$ neighbouring dopants per dopant when each neighbouring couple is counted once, hence $6x^2$ couples per cation. If each holds one vacancy, they hold at most $6x^2/(x/2)=12x=2.4\%$ of the vacancies; dopants that gathered during sintering would hold more. Electrons released by reduction in air add roughly 1% to the ionic conductivity at 1000 K, for a rough reduction enthalpy of 4.7 eV, entropy of 1.4 meV/K and electron mobility of 0.005 cm²/Vs; a change of 0.2 eV in the enthalpy changes this share by a factor of about three. Grain boundaries are outside the model and can dominate the total resistance of a lightly doped ceramic, so (3) must be compared with the bulk part of the measured impedance.

The last condition is time. From a bound site, 3 of the 6 jumps lead out of the cube, each over the barrier $E_m+E_a$, so the escape time is

$$\tau=\frac{1}{3\nu}\,e^{(E_m+E_a)/kT}.$$

It is 1.3 ms at 500 K. The number of free vacancies settles faster than this, because bare dopants also capture them. With release at the rate $1/\tau$ per pair and capture that balances it in equilibrium, $dv/dt=(p-Kvd)/\tau$. A small deviation $\delta v$ changes $p$ by $-\delta v$ and $d$ by $+\delta v$, so it decays at the rate $[1+K(v+d)]/\tau$. By (1) the settling time is

$$t=\frac{\tau}{1+p/v+p/d}.$$

At 500 K the denominator is about 46 and $t$ is about 0.03 ms. This counts every escape as final. Many escaped vacancies return at once to the same dopant, which slows release and capture alike and roughly doubles $t$; it remains short compared with an ordinary measurement. In the cold limit $p/v\to Kx/2$ dominates and $t\to e^{E_m/kT}/(6x\nu)$: capture has to overcome only the migration barrier. This time reaches 100 s near 250 K, or a few kelvin higher when the immediate returns are included. A sample cooled too fast for the vacancies to settle keeps a frozen number of free vacancies. With $v$ constant, the slope returns to $E_m$, and the plot acquires a second bend of the opposite sense, again without a structural change. With the present parameters it would hardly be seen, however: at 250 K the conductivity is only about $10^{-18}$ S/cm in the ideal model and still below $10^{-16}$ S/cm with the Coulomb estimate, too small for an ordinary measurement. The cold limits derived above are equilibrium limits and need not be reached in practice.

**Assessment**

The two slopes alone do not establish a transition at 693 K, because the dissociation of pairs bends the plot smoothly in a crystal of fixed structure, and two straight lines fitted to such a bend meet at a temperature where nothing special happens. The ideal model with a binding energy of 0.40 eV reproduces the reported slopes and their intersection. With the rough Coulomb correction the bend remains but the fitted slopes and their intersection change, so this numerical match is no evidence for the chosen parameters. Nor do the data prove association: a curve with one smooth bend can have several causes, and some oxides do change structure on heating. The claim should be withdrawn or backed by diffraction across the proposed temperature. The conductivity data should be refitted in at least two windows, and samples of different doping should be fitted together with (3) and (6), extended for Coulomb interactions, which are not negligible even at $x=0.002$.

## Table of computed values

```
Inputs: dopant fraction x = 0.002 per cation, vacancies c = 0.001 per cation
Inputs: Em = 0.65 eV, Ea = 0.40 eV
Inputs: lattice constant 0.541 nm, jump 0.2705 nm, attempt rate 1.0e+13 1/s
Cation density: 2.526e+22 1/cm3
T = 500 K: K = 4.304e+04, y = 43.04, free fraction = 0.0222
   D = 2.054e-09 cm2/s, sigma = 1.715e-08 S/cm, q = 0.957, slope = 1.033 eV
T = 750 K: K = 1950, y = 1.95, free fraction = 0.2852
   D = 3.137e-07 cm2/s, sigma = 2.242e-05 S/cm, q = 0.617, slope = 0.897 eV
T = 1000 K: K = 414.9, y = 0.4149, free fraction = 0.6009
   D = 3.877e-06 cm2/s, sigma = 4.377e-04 S/cm, q = 0.347, slope = 0.789 eV
Bend midpoint: 840.7 K; 10 % turned at 1695 K, 90 % at 559 K
Width in 1/T: 1.199 per 1000 K; times Ea/k: 5.565
Bend midpoint for x = 0.001: 746.9 K
Bend midpoint for x = 0.004: 961.4 K
Conductivity gain on doubling x at 300 K: factor 1.000
Conductivity gain on doubling x at 500 K: factor 1.022
Conductivity gain on doubling x at 1000 K: factor 1.509
Slope at 300 K, trivalent: 1.050 eV; divalent, same c and Ea: 0.849 eV
Canonical sum against formulas: free vacancies within 0.86 %, slopes within 0.62 meV
Lattice with trap, 700 K: D/D0 = 0.1428, free fraction = 0.1405
Two-line fit 500-1000 K: break 693 K, slopes 0.859 eV (hot), 0.996 eV (cold)
   largest misfit of sigma*T: 5.99 %
Smooth curve, fitted break: 637 K (500-800 K), 791 K (650-1000 K)
True kink at 720 K, fitted break: 720 K (500-800 K), 720 K (650-1000 K)
Excess heat capacity: peak 0.0561 J/(mol K) at 756 K; classical lattice 9R = 74.8 J/(mol K)
Heat to split all pairs: 38.6 J/mol of oxide
Rough permittivity 25; second shell at 0.449 nm, Coulomb binding 0.257 eV
With second shell and screening, 500 K: free fraction 0.0938, slope 0.913 eV
With second shell and screening, 750 K: free fraction 0.4558, slope 0.785 eV
With second shell and screening, 1000 K: free fraction 0.6795, slope 0.725 eV
Vacancies that neighbouring dopant pairs could hold: at most 2.4 %
Rough reduction inputs: 4.7 eV, 1.4 meV/K, electron mobility 0.005 cm2/Vs, oxygen 0.21 atm
Electronic over ionic conductivity at 1000 K in air: 1.3 %
Escape time from a pair at 500 K: 1.28 ms; reaches 100 s at 342 K
```
